# Perpendicular field for Landau filling factor four in a silicon inversion layer

**Question**

I have a (100) silicon MOS inversion layer with $4\times10^{11}$ electrons per square centimetre, and I need the perpendicular magnetic field at which the Landau filling factor is four. I know that the electrons fall into Landau levels and that each level holds a limited number of them, but I am stuck on three points.

First, silicon has two spin states and two equivalent valleys in this layer. Do I divide the density by four because of them, or is the "four" in the filling factor already that four? My two attempts differ by a factor of four. Second, the level spacing contains the effective mass, so why is no mass given? Third, the electrons repel each other, and a real sample is warm and dirty. Does any of this change the field?

**Answer**

The first point is a matter of convention. The usual filling factor $\nu$ counts every spin and every valley level separately:

$$\nu=\frac{\text{electrons per area}}{\text{states per area in one level of one spin and one valley}} .$$

With this definition you do not divide by four again. What remains is to find the denominator.

**How many states one level holds**

Take the layer in the $xy$ plane, the field $B>0$ along $z$, and electrons of charge $-e$ and in-plane mass $m$. The Hamiltonian is $(\mathbf p+e\mathbf A)^2/2m$. Choose $\mathbf A=(0,Bx,0)$, whose curl is $B$ along $z$. Nothing depends on $y$, so write $\psi=e^{iky}\varphi(x)$. Then $p_y$ becomes $\hbar k$, and

$$\hbar k+eBx=eB(x-x_0),\qquad x_0=-\frac{\hbar k}{eB}.$$

The equation for $\varphi$ is that of an oscillator centred at $x_0$:

$$\left[\frac{p_x^2}{2m}+\frac{e^2B^2}{2m}(x-x_0)^2\right]\varphi=E\varphi .$$

Comparing the second term with $\tfrac12m\omega_c^2(x-x_0)^2$ gives $\omega_c=eB/m$, hence

$$E_N=\hbar\omega_c\left(N+\tfrac12\right),\qquad N=0,1,2,\dots$$

The energy does not depend on $k$. All allowed $k$ belong to the same level, and the degeneracy is their number.

Let the sample have sides $L_x$ and $L_y$, with periodic boundary conditions along $y$. Then $k$ takes values spaced by $2\pi/L_y$, and neighbouring centres are separated by

$$|\Delta x_0|=\frac{\hbar}{eB}\,\frac{2\pi}{L_y}=\frac{h}{eBL_y}.$$

The centres must lie within $L_x$, so one level holds

$$\frac{L_x}{|\Delta x_0|}=\frac{eB}{h}\,L_xL_y$$

states, apart from corrections at the edges. The number per area is $eB/h$: one state for each flux quantum $h/e$ through the layer.

This answers the second point. The mass sets the spacing of the levels in energy, but it has dropped out of their capacity. If the masses along $x$ and $y$ differ, the frequency becomes $eB/\sqrt{m_xm_y}$, while $x_0$ and the spacing of $k$ stay as they were.

The count was tested on a periodic lattice of $24\times24$ sites with hopping energies 1 and 0.6 in the two directions, which imitate unequal masses. With 8, 12 and 16 flux quanta through the lattice, the lowest level contained 8, 12 and 16 states. The numbers were the same with random site energies between $-0.2$ and $0.2$.

**The same count without edges**

You can also find the capacity at a single point, by adding the densities of all orbitals of the lowest level. Let $\boldsymbol\pi=\mathbf p+e\mathbf A$. Its components obey $[\pi_x,\pi_y]=-i\hbar eB$. With $D=\pi_x-i\pi_y$,

$$D^\dagger D=\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]=\pi_x^2+\pi_y^2-\hbar eB,$$

so that $H=D^\dagger D/2m+\hbar\omega_c/2$. The first term cannot be negative, and the lowest level therefore consists of the states with $D\psi=0$. Now take $\mathbf A=\tfrac B2(-y,x,0)$, which describes the same field, and define the magnetic length by $\ell^2=\hbar/(eB)$. Then

$$D=-i\hbar\left[\partial_x-i\partial_y+\frac{x-iy}{2\ell^2}\right].$$

The functions $\psi_m\propto(x-iy)^m e^{-r^2/4\ell^2}$, where $m=0,1,2,\dots$ is here an integer and not the mass, satisfy $D\psi_m=0$: the operator $\partial_x-i\partial_y$ gives zero on any power of $x-iy$, and on the exponential it gives the factor $-(x-iy)/2\ell^2$, which cancels the last term. For the normalization, substitute $u=r^2/2\ell^2$:

$$\int_0^\infty 2\pi r\,r^{2m}e^{-r^2/2\ell^2}\,dr=2\pi\ell^2(2\ell^2)^m m! .$$

The total density of the full level is then

$$\sum_{m=0}^\infty|\psi_m|^2=\frac{e^{-r^2/2\ell^2}}{2\pi\ell^2}\sum_{m=0}^\infty\frac{(r^2/2\ell^2)^m}{m!}=\frac1{2\pi\ell^2}=\frac{eB}{h}.$$

It is uniform and agrees with the first count.

**The field**

Dividing the electron density $n$ by the capacity gives

$$\nu=\frac{n}{eB/h}=\frac{nh}{eB}\quad\Longrightarrow\quad B=\frac{nh}{\nu e}.$$

The density must be in square metres: $4\times10^{11}\ \mathrm{cm^{-2}}=4\times10^{15}\ \mathrm{m^{-2}}$. With $h/e=4.1357\times10^{-15}\ \mathrm{T\,m^2}$,

$$B=\frac{(4\times10^{15})(4.1357\times10^{-15})}{4}\ \mathrm T=4.14\ \mathrm T .$$

Each level holds $1\times10^{11}$ electrons per cm², and four of them are full. In this layer those four are the two spins times the two valleys of $N=0$, so the lowest orbital level is full and the next is empty.

The attempt that divides the density by four answers a different question. If "four" meant four full orbital levels, each with its four spin and valley copies, then $\nu$ would be 16 and the field $4.14/4=1.03$ T.

As a check on the final value, I normalized the orbitals $\psi_m$ numerically at this field and added their densities at $r=2\ell$. Four such levels give $4.000000\times10^{11}\ \mathrm{cm^{-2}}$.

If the field is tilted, it is the component normal to a thin layer that supplies the flux. At an angle $\theta$ from the normal, the total field must be $B/\cos\theta$.

**Is there a gap at this filling?**

The mass matters here. Take $m=0.19$ electron masses, $g=2$ and a valley splitting $\Delta_v=0.1$ meV, all rough typical values. At 4.14 T the cyclotron energy is $\hbar\omega_c=2.52$ meV and the Zeeman splitting is $\Delta_Z=g\mu_BB=0.479$ meV. For independent electrons the levels are

$$E=\hbar\omega_c\left(N+\tfrac12\right)\pm\tfrac12\Delta_Z\pm\tfrac12\Delta_v .$$

The highest of the four $N=0$ levels takes both plus signs, and the lowest $N=1$ level takes both minus signs. Their separation is

$$\Delta=\hbar\omega_c-\Delta_Z-\Delta_v=2.52-0.479-0.1=1.94\ \mathrm{meV}.$$

It helps to compare this with zero field. Each spin and valley then has $m/(2\pi\hbar^2)$ states per area and energy, so $n=4E_Fm/(2\pi\hbar^2)$. Inserting $n=4eB/h$ gives

$$E_F=\frac{2\pi\hbar^2}{4m}\,\frac{4eB}{h}=\frac{\hbar eB}{m}=\hbar\omega_c .$$

The field gathers the states of an energy window of width $\hbar\omega_c$ into one level, and at $\nu=4$ the first window is the whole Fermi sea. Counting plane waves up to 2.52 meV in a box 5 µm wide gives $4.005\times10^{11}\ \mathrm{cm^{-2}}$, as it should within the graininess of a finite box.

**Repulsion**

The filling factor is a ratio of two densities, and repulsion changes neither $n$ nor $eB/h$. The field for $\nu=4$ stays where it is.

The gap is another matter. For a charge at the boundary of two media, the flux through the two half-spheres requires $2\pi r^2(\varepsilon_1+\varepsilon_2)\varepsilon_0E=e$, which is the field in a medium with the mean permittivity. For silicon (11.7) and oxide (3.9) the mean is 7.8, if the distant metal gate is ignored. With $\ell=12.6$ nm,

$$\frac{e^2}{4\pi(7.8)\varepsilon_0\ell}=14.6\ \mathrm{meV}=5.8\,\hbar\omega_c .$$

This treats the layer as a sheet at the boundary. The electrons lie 3 to 4 nm inside the silicon, and this finite thickness lowers the scale by roughly a fifth, to about 12 meV, still nearly five times $\hbar\omega_c$. Repulsion is therefore not a small correction to the level structure, and it can mix the orbital levels strongly. The value 1.94 meV is a one-electron scale, not a prediction of a measured gap. "Four full levels" is likewise a one-electron picture, whereas $\nu=4$ is a statement about density.

**Temperature**

Keep the one-electron levels and let them be sharp. The $N=0$ and $N=1$ groups lie symmetrically about $\hbar\omega_c$, so at $\nu=4$ the chemical potential lies there, as long as higher levels are empty. The $N=1$ levels are above it by $\tfrac12(\hbar\omega_c\pm\Delta_Z\pm\Delta_v)$. If $kT$ is much smaller than $\Delta/2$, each is occupied with its Boltzmann factor. Adding the four factors and dividing by the four electrons per flux quantum gives the promoted fraction

$$f\simeq e^{-\hbar\omega_c/2kT}\cosh\frac{\Delta_Z}{2kT}\cosh\frac{\Delta_v}{2kT}.$$

At 1.5 K, $kT=0.129$ meV, and

$$f\simeq e^{-9.75}\times3.26\times1.08\simeq2\times10^{-4}.$$

The full Fermi sum gives the same value. At 300 K, $kT=25.9$ meV is ten times $\hbar\omega_c$. Electrons then spread over many levels, and nothing marks $\nu=4$, although the ratio can still be computed.

**Disorder**

Let the random potential have zero mean and short range, $\overline{V(\mathbf r)V(\mathbf r')}=W\delta(\mathbf r-\mathbf r')$. When it is weak, it acts within one level. Let $P(\mathbf r,\mathbf r')$ be the projector onto that level, with $P(\mathbf r,\mathbf r)=eB/h$, and let $M=(eB/h)A$ be the number of its states in the area $A$. The mean square shift of the energies is

$$s^2=\frac1M\,\overline{\mathrm{Tr}(PVP)^2}=\frac WM\int P(\mathbf r,\mathbf r)^2\,d^2r=W\frac{eB}{h}.$$

On the lattice with 12 flux quanta, 30 samples of weak disorder gave 0.96 times this variance.

To find $W$, use the mobility $\mu$ at zero field. The golden rule, for scattering that keeps spin and valley, gives

$$\frac\hbar\tau=2\pi W\,\frac{m}{2\pi\hbar^2}=\frac{Wm}{\hbar^2}.$$

Insert $W=(\hbar/\tau)\hbar^2/m$ into $s^2$:

$$s^2=\frac\hbar\tau\,\frac{\hbar^2}{m}\,\frac{eB}{2\pi\hbar}=\frac{\hbar\omega_c}{2\pi}\,\frac\hbar\tau .$$

Short-range scattering is isotropic, so this $\tau$ is also the time in $\mu=e\tau/m$. For $\mu=2\times10^4\ \mathrm{cm^2/Vs}$, $\tau=2.16$ ps and $\hbar/\tau=0.305$ meV. Then

$$s=\sqrt{\frac{2.52\times0.305}{2\pi}}\ \mathrm{meV}=0.35\ \mathrm{meV}.$$

Half the gap, 0.97 meV, is 2.8 times $s$. In this model the $N=0$ and $N=1$ groups overlap only in their tails. Because $s$ is larger than $kT$ at 1.5 K, these tails still matter for the occupation: the promoted fraction found above for sharp levels is too low for the broadened ones. Neither the valley splitting of 0.1 meV nor the Zeeman splitting of 0.479 meV reaches $2s=0.70$ meV, so in this one-electron model the four levels of a group merge into one peak. Exchange, left out here, enlarges these splittings when the spins or valleys are unequally filled, so a real sample can resolve them. The field for $\nu=4$ does not change, because at given $n$ the broadening alters neither $n$ nor $eB/h$. Smooth disorder from distant charges deflects electrons by small angles; it harms the mobility less for a given broadening, so the true width can be larger than this estimate.

**Are all the electrons in one subband?**

I assumed that all electrons share the lowest state of motion normal to the oxide. Approximate the well by a hard wall and a constant field $F$. The depletion charge, here $N_d=10^{11}\ \mathrm{cm^{-2}}$, contributes $eN_d/\varepsilon$. The field of the electrons themselves falls from $en/\varepsilon$ at the oxide to zero behind them, so take half:

$$F=\frac{e(N_d+n/2)}{\varepsilon_{\rm Si}\varepsilon_0}=0.046\ \mathrm{MV/cm}.$$

The decaying solution of $-(\hbar^2/2m_z)\chi''+eFz\chi=E\chi$ is the Airy function $\mathrm{Ai}(z/\lambda-E/eF\lambda)$ with $\lambda^3=\hbar^2/(2m_zeF)$. It must vanish at $z=0$, hence $E_i=a_i\,eF\lambda$, where $-a_i$ are the zeros of Ai. For normal masses of 0.92 in the two occupied valleys and 0.19 in the other four, the next subband of the same valleys lies about 17 meV above the lowest, and the first subband of the other valleys about 16 meV above it. The constant field overstates these spacings, because the higher states reach behind the electrons, where only the depletion field is left. That field is a third of $F$. Since $eF\lambda\propto F^{2/3}$, it alone would give spacings about half as large, near 8 meV. Even this is three times the 2.52 meV scale of the filled states, so one subband suffices at 1.5 K. If a second were occupied, $n$ would still fix the total filling, but the order of the levels would change.

**What a real transistor changes**

The parameters are rough values for a good silicon MOS sample at low temperature; the mobility is high and the 100 nm oxide is thick by the standards of scaled devices. The oxide field is $e(n+N_d)/(\varepsilon_{\rm ox}\varepsilon_0)=0.23$ MV/cm, far below the rough breakdown scale of 10 MV/cm. The assumption that a real device breaks is that of a fixed density. At fixed gate voltage, a change $\delta\mu$ of the chemical potential must be balanced by the oxide capacitor, so $|\delta n|=C|\delta\mu|/e^2$ with $C$ per area, if the well itself does not change. For independent electrons at $\nu=4$ the chemical potential lies between the $N=0$ and $N=1$ levels, less than $\hbar\omega_c$ from its zero-field value. In that picture the density change is at most 0.14 % and the field shift at most 0.006 T; repulsion, left out here, can shift the chemical potential further. With the same density and a 10 nm oxide the bound is ten times larger. Since $B\propto n$, an error of 1 % in the density shifts the field by 0.04 T, which for the thick oxide exceeds the one-electron bound on the gate effect.

Size matters too. For a channel of 100 nm by 100 nm the formula gives only $10^{15}\times10^{-14}=10$ states per level, and the edges, one to two magnetic lengths wide at a hard wall and wider where the density falls off smoothly, are no longer negligible. The density formula then describes the interior at best.

For your layer, set the normal field to 4.14 T, and measure the density as accurately as you need the field. The numerical output below lists the values used here.

## Table of computed values

```
Electron density: 4e+11 cm^-2
Filling factor: 4
In-plane mass: 0.19 m_e
Normal mass, lower valleys: 0.92 m_e
Normal mass, other valleys: 0.19 m_e
g factor: 2
Valley splitting: 0.1 meV
Mobility: 2e+04 cm^2/Vs
Temperature: 1.5 K
Oxide thickness: 100 nm
Depletion density: 1e+11 cm^-2
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Flux quantum h/e: 4.135668e-15 T m^2
FIELD for filling factor 4: 4.1357 T
States per level and area: 1e+11 cm^-2
Field if four orbital levels are full: 1.0339 T
Magnetic length: 12.62 nm
Lattice: 8 flux quanta, 8 states; disordered 8
Lattice: 12 flux quanta, 12 states; disordered 12
Lattice: 16 flux quanta, 16 states; disordered 16
Density from orbital sum: 4.000000e+11 cm^-2
Density from plane waves: 4.005e+11 cm^-2
Cyclotron energy: 2.52 meV
Zero-field Fermi energy: 2.52 meV
Zeeman splitting: 0.479 meV
One-electron gap at filling 4: 1.941 meV
Thermal energy at 1.5 K: 0.129 meV
Thermal energy at 300 K: 25.85 meV
Promoted fraction, Fermi sum: 2.05e-04
Promoted fraction, formula: 2.05e-04
Scattering time: 2.16 ps
Collision energy hbar/tau: 0.305 meV
Disorder width (std. deviation): 0.350 meV
Lattice variance / formula: 0.963
Mean relative permittivity: 7.8
Repulsion scale: 14.63 meV
Repulsion / cyclotron energy: 5.81
Field in silicon well: 0.0464 MV/cm
Next subband, same valleys: 16.8 meV above lowest
Lowest subband, other valleys: 15.6 meV above lowest
Gate-induced density change, bound: 0.14 %
Matching field shift, bound: 0.0056 T
Oxide field: 0.232 MV/cm
```
